# Dipole Lattices: The Clausius-Mossotti Limit and Many-Body Dispersion Energy

## Problem

Identical, isotropic, polarizable points occupy the sites $\mathbf R$ of a cubic Bravais lattice (simple, body-centred or face-centred) with volume $v$ per site. Each point carries a charge $q$ of mass $m$ bound harmonically to its site with frequency $\omega_0$, so its polarizability at imaginary frequency has one pole term,

$$\alpha(iu)=\frac{\alpha_0}{1+u^2/\omega_0^2},\qquad \alpha_0=\frac{q^2}{m\omega_0^2}.$$

The points interact through the instantaneous field of point dipoles. There is no retardation, charge overlap, short-range repulsion or higher multipole. Hartree atomic units are used, with $\mathbf D=\mathbf E+4\pi\mathbf P$. Define

$$T_{ij}(\mathbf R)=\partial_i\partial_j\frac1R=\frac{3n_in_j-\delta_{ij}}{R^3},\qquad \mathbf n=\frac{\mathbf R}{R},\qquad c=\frac{4\pi}{3v},\qquad x=c\,\alpha_0 .$$

Here $c$ is a lattice constant of the problem, not the speed of light.

1. Find the normal-mode frequencies in terms of the eigenvalues of the lattice sum $T(\mathbf k)=\sum_{\mathbf R\ne0}T(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$.
2. Find $T(\mathbf k)$ as $\mathbf k\to0$, and derive the Clausius-Mossotti relation from it.
3. Write the full dipolar energy per site, and find its second-, third- and fourth-order parts in the interaction.
4. Express the second- and third-order parts as sums over pairs and triangles of sites, and identify their coefficients $C_6$ and $C_9$.
5. For a face-centred cubic (fcc) lattice with cubic constant $a=10$ bohr, $\alpha_0=12$ bohr³ and $\omega_0=0.7$ hartree, compare the full energy with its low-order parts.
6. For which couplings $x$ does the expansion converge, and does a finite Clausius-Mossotti $\varepsilon$ guarantee a stable lattice?

## Solution

### 1. Normal modes

Let $\boldsymbol\mu_{\mathbf R}=q\boldsymbol\xi_{\mathbf R}$ be the dipole produced by the displacement $\boldsymbol\xi_{\mathbf R}$. A dipole $\boldsymbol\mu_{\mathbf R'}$ produces the field $T(\mathbf R-\mathbf R')\boldsymbol\mu_{\mathbf R'}$ at $\mathbf R$, and the interaction energy is

$$V=-\frac12\sum_{\mathbf R\neq\mathbf R'}\boldsymbol\mu_{\mathbf R}\cdot T(\mathbf R-\mathbf R')\boldsymbol\mu_{\mathbf R'} .$$

The factor $\tfrac12$ removes double counting. Newton's equation is $m\ddot{\boldsymbol\xi}_{\mathbf R}=-m\omega_0^2\boldsymbol\xi_{\mathbf R}+q\sum_{\mathbf R'}T(\mathbf R-\mathbf R')\boldsymbol\mu_{\mathbf R'}$. Multiplying by $q/m$ and using $q^2/m=\omega_0^2\alpha_0$ gives

$$\ddot{\boldsymbol\mu}_{\mathbf R}=-\omega_0^2\boldsymbol\mu_{\mathbf R}+\omega_0^2\alpha_0\sum_{\mathbf R'\ne\mathbf R}T(\mathbf R-\mathbf R')\boldsymbol\mu_{\mathbf R'} .$$

Insert $\boldsymbol\mu_{\mathbf R}=\boldsymbol\mu\,e^{i\mathbf k\cdot\mathbf R-i\omega t}$. Because $T(\mathbf R)$ is even, the sum becomes $T(\mathbf k)\boldsymbol\mu\,e^{i\mathbf k\cdot\mathbf R-i\omega t}$. Write the three eigenvalues of the real symmetric matrix $T(\mathbf k)$ as $c\,\tau_\lambda(\mathbf k)$. Then

$$\boxed{\;\omega_\lambda^2(\mathbf k)=\omega_0^2\,[1-x\,\tau_\lambda(\mathbf k)]\;}$$

A positive $\tau$ means that the neighbours' field supports the dipole and softens the mode. Stability requires $x\tau_\lambda(\mathbf k)<1$ for every mode.

### 2. The long-wavelength limit

**The lattice sum.** The terms of $T(\mathbf k)$ fall off as $R^{-3}$, so the limit $\mathbf k\to0$ cannot be taken term by term. Split the Coulomb potential into a short-range and a smooth part,

$$\frac1r=s(r)+l(r),\qquad s=\frac{\operatorname{erfc}(\eta r)}r,\qquad l=\frac{\operatorname{erf}(\eta r)}r ,$$

with any $\eta>0$. The function $l$ is the potential of a unit Gaussian charge, so its Fourier transform is $4\pi e^{-q^2/4\eta^2}/q^2$. Two derivatives multiply this by $-q_iq_j$. Poisson's summation formula over all sites, including $\mathbf R=0$, gives with $\mathbf q=\mathbf k+\mathbf G$ and reciprocal-lattice vectors $\mathbf G$

$$\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\partial_i\partial_jl(\mathbf R)=-\frac{4\pi}{v}\sum_{\mathbf G}\frac{q_iq_j}{q^2}e^{-q^2/4\eta^2}.$$

The term $\mathbf R=0$ must be removed. Near the origin $l=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$, so $\partial_i\partial_jl(0)=-4\eta^3\delta_{ij}/(3\sqrt\pi)$. Subtracting it,

$$T_{ij}(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\partial_i\partial_js(\mathbf R)-\frac{4\pi}{v}\sum_{\mathbf G}\frac{q_iq_j}{q^2}e^{-q^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}.$$

Both sums now converge rapidly; this is the Ewald form, and it defines the conditionally convergent sum.

**The limit.** The term $\mathbf G=0$ tends to $-(4\pi/v)\hat k_i\hat k_j$, which depends on the direction of $\mathbf k$. Everything else is smooth at $\mathbf k=0$, where it is a second-rank tensor with cubic symmetry and hence a multiple $A\delta_{ij}$ of the unit matrix.

The trace fixes $A$. For $\mathbf R\neq0$, $\nabla^2(1/R)=0$, so $\nabla^2s=-\nabla^2l$. The short-range sum therefore cancels the trace of the smooth sum with its $\mathbf R=0$ term removed, and $\operatorname{Tr}T(\mathbf k)=0$ for each $\mathbf k\ne0$. Thus $3A-4\pi/v=0$, or $A=c$. Since $4\pi/v=3c$,

$$T(\mathbf k)\to c\,(1-3\hat{\mathbf k}\hat{\mathbf k}),\qquad \tau\to1,\,1,\,-2 .$$

The two values $1$ belong to dipoles perpendicular to $\mathbf k$, and $-2$ to dipoles along $\mathbf k$. The smooth remainder is even in $\mathbf k$, so the corrections are of order $k^2$. On the fcc lattice with $\mathbf k$ along a cube axis, the longitudinal value is $-1.99943$ at $ka=0.1$ and $-1.99774$ at $ka=0.2$: the departure from $-2$ grows fourfold when $k$ doubles. At $ka=1$ it is $-1.944$.

**The response.** Apply an external field $\mathbf E_0e^{i\mathbf k\cdot\mathbf R}$ at imaginary frequency $iu$. Each dipole responds to the external field plus that of the other dipoles:

$$\boldsymbol\mu=\alpha(\mathbf E_0+T\boldsymbol\mu)\quad\Rightarrow\quad\boldsymbol\mu=\alpha(1-\alpha T)^{-1}\mathbf E_0,\qquad \alpha=\alpha(iu).$$

The polarization is $\mathbf P=\boldsymbol\mu/v$.

For a longitudinal field, $T=-2c$. The external charges that create $\mathbf E_0$ are the sources of $\mathbf D$, so $D=E_0$ and the macroscopic field is $E=E_0/\varepsilon$. From $4\pi P=D-E$,

$$1-\frac1\varepsilon=\frac{4\pi P}{E_0}=\frac{3c\alpha}{1+2c\alpha}\quad\Rightarrow\quad\frac1\varepsilon=\frac{1-c\alpha}{1+2c\alpha}.$$

For a transverse field, $T=c$. A transverse polarization has no divergence, hence no polarization charge, and without retardation it creates no macroscopic field. So $E=E_0$ and

$$\varepsilon-1=\frac{4\pi P}{E}=\frac{3c\alpha}{1-c\alpha}\quad\Rightarrow\quad\varepsilon=\frac{1+2c\alpha}{1-c\alpha}.$$

The two routes agree. Adding 3 to $\varepsilon-1$ gives $\varepsilon+2=3/(1-c\alpha)$, and the quotient is

$$\boxed{\;\frac{\varepsilon(iu)-1}{\varepsilon(iu)+2}=c\,\alpha(iu)=\frac{4\pi\alpha(iu)}{3v}\;}$$

This is the Clausius-Mossotti relation. The wavelength must be long compared with the lattice spacing. The step $E=E_0$ for the transverse field, the limit $\tau\to1$ and the frequency $\omega_T$ below also need a wavelength short enough for retardation to be negligible. The relation itself does not: retardation changes the macroscopic field, while the local-field factor $c$ is corrected only at second order in the lattice spacing times $u$ divided by the speed of light. The long-wavelength mode frequencies are $\omega_T=\omega_0\sqrt{1-x}$ and $\omega_L=\omega_0\sqrt{1+2x}$, so $\omega_L^2/\omega_T^2=\varepsilon(0)$.

### 3. The full energy and its expansion

The Hamiltonian is quadratic. When all $\omega_\lambda^2>0$, it describes independent oscillators, each with zero-point energy $\omega_\lambda/2$. Subtracting the $3\omega_0/2$ of an isolated site gives the energy per site

$$\boxed{\;E=\frac{\omega_0}{2}\Big\langle\sum_\lambda\sqrt{1-x\tau_\lambda(\mathbf k)}\Big\rangle-\frac{3\omega_0}{2}\;}$$

where $\langle\cdots\rangle$ is the average over the Brillouin zone. The dipolar cohesive energy is $-E$. "Full" means complete within this model; a real solid also has the repulsion that sets its lattice constant.

Define the moments $M_n=\langle\sum_\lambda\tau_\lambda^n\rangle$ and use

$$\sqrt{1-y}=1-\frac y2-\frac{y^2}8-\frac{y^3}{16}-\frac{5y^4}{128}-\dots,\qquad y=x\tau_\lambda .$$

The unit terms cancel the free-oscillator energy. The linear term vanishes because $\operatorname{Tr}T(\mathbf k)=0$. The prefactor $\omega_0/2$ then gives

$$E_2=-\frac{\omega_0x^2M_2}{16},\qquad E_3=-\frac{\omega_0x^3M_3}{32},\qquad E_4=-\frac{5\omega_0x^4M_4}{256}.$$

Even moments are positive, and all the series coefficients after the first are negative, so every even order is attractive. An odd order has the sign opposite to its moment $M_n$. On the three cubic lattices $M_3$ is negative ($-1.62$, $-1.65$ and $-1.66$ for simple, body-centred and face-centred), and so are $M_5$, $M_7$ and $M_9$, so these orders are repulsive.

### 4. Pairs and triangles

**Second order.** Since $c^2\sum_\lambda\tau_\lambda^2=\operatorname{Tr}T(\mathbf k)^2$, and the zone average of $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$ is one for $\mathbf R'=-\mathbf R$ and zero otherwise,

$$c^2M_2=\sum_{\mathbf R\ne0}\operatorname{Tr}T(\mathbf R)^2 .$$

The matrix $R^3T(\mathbf R)$ has eigenvalues $2,-1,-1$, whose squares add to 6. With $x=c\alpha_0$,

$$E_2=-\frac{\omega_0\alpha_0^2}{16}\sum_{\mathbf R\neq0}\frac6{R^6}=-\frac12\sum_{\mathbf R\ne0}\frac{C_6}{R^6},\qquad \boxed{C_6=\tfrac34\,\omega_0\alpha_0^2}.$$

The factor $\tfrac12$ assigns half of each pair energy to each partner.

**Third order.** The same averaging leaves closed paths of three steps:

$$c^3M_3=\sum_{\mathbf R_1+\mathbf R_2+\mathbf R_3=0}\operatorname{Tr}T(\mathbf R_1)T(\mathbf R_2)T(\mathbf R_3),\qquad \mathbf R_i\ne0 .$$

Three nonzero steps that close must visit three distinct sites, so this order contains triangles only, with collinear ones included.

Let $\mathbf n_i$ be the unit vectors along the steps and $Q_i=\mathbf n_i\mathbf n_i^{\rm T}$. Expanding the product and using $\operatorname{Tr}Q_i=1$ and $\operatorname{Tr}1=3$,

$$\operatorname{Tr}\prod_{i=1}^3(3Q_i-1)=27\,(\mathbf n_1\!\cdot\!\mathbf n_2)(\mathbf n_2\!\cdot\!\mathbf n_3)(\mathbf n_3\!\cdot\!\mathbf n_1)-9\sum_{i<j}(\mathbf n_i\!\cdot\!\mathbf n_j)^2+9-3 .$$

The steps run head to tail, so each scalar product is minus the cosine of an interior angle $\gamma$. Put $K=\cos\gamma_1\cos\gamma_2\cos\gamma_3$; the triple product is then $-K$. The three unit vectors lie in a plane, so the determinant of their scalar products vanishes:

$$1+2(-K)-\sum_{i<j}(\mathbf n_i\cdot\mathbf n_j)^2=0 .$$

The sum of squares is therefore $1-2K$, and the trace is $-27K-9(1-2K)+6=-3(1+3K)$. Let $S_9$ be the sum of $(1+3K)/(r_{12}r_{23}r_{31})^3$ over ordered pairs of distinct nonzero sites that form a triangle with the origin. Then $c^3M_3=-3S_9$ and

$$E_3=\frac{3\,\omega_0\alpha_0^3}{32}\,S_9 .$$

A triangle with energy $C_9(1+3K)/(r_{12}r_{23}r_{31})^3$ is shared by three sites, and the ordered sum counts it twice. Hence $E_3=C_9S_9/6$, and

$$\boxed{C_9=\tfrac{9}{16}\,\omega_0\alpha_0^3}.$$

This is the Axilrod-Teller energy. An equilateral triangle has $K=1/8$ and is repulsive; three sites in a line have $K=-1$ and attract. On the fcc lattice the sum is positive, $S_9=-c^3M_3/3=2604\,a^{-9}$ (direct summation extrapolated in the cutoff gives about 2605), so the net third-order energy is repulsive.

Fourth order is not purely a four-site energy: a path may also go back and forth along one pair, or close on three sites.

### 5. The fcc example

The fcc cube contains four sites, so $v=1000/4=250$ bohr³. The coupling and static dielectric constant are

$$x=\frac{4\pi\times12}{3\times250}=0.2011,\qquad \varepsilon(0)=\frac{1+2x}{1-x}=\frac{1.4021}{0.7989}=1.755 .$$

The long-wavelength frequencies are $\omega_T=0.7\sqrt{0.7989}=0.626$ hartree and $\omega_L=0.7\sqrt{1.4021}=0.829$ hartree.

The coefficients are $C_6=0.75\times0.7\times12^2=75.6$ hartree bohr⁶ and $C_9=0.5625\times0.7\times12^3=680.4$ hartree bohr⁹. With the direct pair sum $\sum R^{-6}=115.63\,a^{-6}$,

$$E_2=-\tfrac12\times75.6\times115.63\times10^{-6}=-4.371\times10^{-3}\ \text{hartree},$$

$$E_3=\tfrac16\times680.4\times2604\times10^{-9}=0.295\times10^{-3}\ \text{hartree}.$$

The zone average gives $M_4=4.0596$, hence

$$E_4=-\frac{5\times0.7\times(0.20106)^4\times4.0596}{256}=-0.091\times10^{-3}\ \text{hartree}.$$

For the full energy, the square roots are averaged over grids of $\mathbf k$ points. Although the matrix $T(\mathbf k)$ jumps with direction at $\mathbf k=0$, its eigenvalues tend to $1,1,-2$ from every direction, so the integrand is continuous there and first depends on direction at order $k^2$. It is still not smooth, so the results on grids of $n=10$, 14 and 18 points per axis are extrapolated with a fit in $n^{-3}$ and $n^{-5}$; the $n^{-3}$ term is only an allowance, since the integrand itself has no jump. The outcome is

$$\boxed{E=-4.154\ \text{millihartree per site}=-113.0\ \text{meV per site}}$$

In millihartree per site, with sums formed before rounding:

| Approximation | Energy | Ratio to full $E$ |
|---|---:|---:|
| $E_2$ | $-4.371$ | 1.052 |
| $E_2+E_3$ | $-4.076$ | 0.981 |
| $E_2+E_3+E_4$ | $-4.166$ | 1.003 |
| Full | $-4.154$ | 1 |

Relative to the full energy, the pair sum overbinds by 5.2%, and adding the triangles leaves an underbinding of 1.9%. The remainder beyond third order is $-4.154+4.076=-0.078$ millihartree, about a quarter of $E_3$ in size. Even at this modest coupling, the third-order triangle energy is not the whole correction to the pair sum. Most of $E_4$ still involves only three sites: of its $-0.091$ millihartree, paths on one pair give $-0.004$, paths on three sites $-0.083$ and paths on four sites $-0.004$.

A real-space calculation supports the full value. The energy belonging to the central site of an open cluster of 459 sites, with the missing distant pairs added at second order, is $-4.155$ millihartree. With 1061 sites the same estimate gives $-4.154$ millihartree.

### 6. Convergence and stability

For a given lattice, the ratios depend on $x$ alone, because $E/\omega_0$ contains no other parameter. On the fcc lattice:

| $x$ | $\varepsilon(0)$ | $E_2/E$ | $(E_2+E_3)/E$ |
|---:|---:|---:|---:|
| 0.1 | 1.33 | 1.030 | 0.995 |
| 0.2 | 1.75 | 1.052 | 0.981 |
| 0.4 | 3.00 | 1.076 | 0.931 |
| 0.5 | 4.00 | 1.077 | 0.896 |
| 0.7 | 8.00 | 1.056 | 0.808 |
| 0.9 | 28.0 | 0.992 | 0.692 |

At weak coupling the third order improves the pair result. At $x=0.5$ and above in this table it worsens it. The close agreement of $E_2$ with $E$ at $x=0.9$ is a cancellation: $E_3$ alone is then $0.692-0.992=-0.30$ times $E$, and the remainder $E-E_2-E_3=(1-0.692)E\approx0.31\,E$ offsets it. That remainder is not a sum of higher-order terms, because the series diverges at this coupling, as shown below.

**Convergence.** The series for $\sqrt{1-y}$ converges for $|y|<1$ and diverges for $|y|>1$. Near $\mathbf k=0$ the longitudinal $\tau$ approaches $-2$. If $x>\tfrac12$, a region of nonzero volume in the zone therefore has $|x\tau|>1+\delta$ for some $\delta>0$. In even orders all modes contribute with the same sign, so $x^nM_n$ grows at least as fast as a constant times $(1+\delta)^n$. The series coefficients fall only as a power of $n$, so the energy expansion diverges for

$$x>\tfrac12,\qquad\text{that is,}\qquad\varepsilon(0)>\frac{1+1}{1-\frac12}=4 .$$

Divergence above $x=\tfrac12$ holds for all three cubic lattices, but $\tfrac12$ is only an upper bound on the radius of convergence. By the same argument the radius is $1/\max|\tau|$ over the zone, which is smaller if some mode has $|\tau|>2$; this happens on the simple cubic lattice, where the longitudinal mode at $\mathbf k=(0,0,\pi)/a$ has $\tau=-2.313$, so the series there already diverges for $x>1/2.313=0.432$. Convergence for every $x<\tfrac12$ needs $|\tau|\le2$ throughout the zone. A scan of the fcc zone found values from $-1.998$ to $0.999$, consistent with extremes $-2$ and $1$ reached as $\mathbf k\to0$; this is numerical evidence, not a proof.

The terms show the change. At $x=0.4$ their size drops from $3.8\times10^{-5}\,\omega_0$ at order 10 to $7.4\times10^{-10}\,\omega_0$ at order 40. At $x=0.7$ it rises from $0.010\,\omega_0$ to $3.9\,\omega_0$, although the full energy there is only $-0.072\,\omega_0$. The divergence is not a physical instability: the longitudinal modes responsible for it are stiffened by the coupling. They would soften to zero frequency at $x=-\tfrac12$, with the sign of the interaction reversed, and a power series about $x=0$ is limited by that point too.

**Stability.** If the scanned maximum $\tau=1$ holds throughout the fcc zone, that lattice is stable up to $x=1$, where $\omega_T\to0$ and the Clausius-Mossotti $\varepsilon(0)$ diverges. The simple cubic lattice behaves differently. At $\mathbf k=(\pi,\pi,0)/a$, dipoles parallel within each column along $z$, and reversed between nearest columns, have $\tau=1.278$. This mode becomes unstable at

$$x=\frac1{1.278}=0.782,$$

where the Clausius-Mossotti formula still gives a finite $\varepsilon(0)=11.8$. A finite long-wavelength dielectric constant therefore does not guarantee stability; the condition $x\tau_\lambda(\mathbf k)<1$ must be checked across the whole zone. Beyond the first violation the harmonic model has no ground state, and the energy formula no longer applies.

## Values computed for the example and the checks

```
WORKED EXAMPLE, fcc lattice
cubic constant a = 10.0 bohr
volume per site v = 250.0 bohr^3
alpha0 = 12.0 bohr^3
omega0 = 0.70 hartree
coupling x = 4 pi alpha0/(3v) = 0.20106
static eps (Clausius-Mossotti) = 1.75498
transverse frequency, k->0 = 0.62568 hartree
longitudinal frequency, k->0 = 0.82888 hartree
C6 = 75.60 hartree bohr^6
C9 = 680.40 hartree bohr^9
pair sum S6 = 115.6313 a^-6
triple sum S9 (ordered pairs) = 2605 a^-9
moments M2, M3, M4 = 2.4713, -1.6610, 4.0596
E2 = -4.3709 millihartree per site
E3 = 0.2953 millihartree per site
E4 = -0.0907 millihartree per site
E2+E3 = -4.0755 millihartree per site
E2+E3+E4 = -4.1662 millihartree per site
full E = -4.1536 millihartree per site
full E = -113.02 meV per site
E2/E = 1.0523, (E2+E3)/E = 0.9812
E3/E2 = -0.0676
cluster: 459 sites, radius 3.01 a
cluster centre E = -4.1553 millihartree
LONG-WAVELENGTH LIMIT, fcc, k along a cube axis
tau_L from plane sums, k->0 = -1.9999
ka = 0.1: tau_L = -1.99943
ka = 0.2: tau_L = -1.99774
ka = 1.0: tau_L = -1.94436
scanned range of tau, fcc: -1.9979 to 0.9989
COUPLING SCAN, fcc: x, eps, E/omega0, E2/E, (E2+E3)/E
0.1   1.333 -0.001500 1.0297 0.9951
0.2   1.750 -0.005872 1.0521 0.9814
0.3   2.286 -0.013022 1.0675 0.9599
0.4   3.000 -0.022970 1.0759 0.9313
0.5   4.000 -0.035847 1.0772 0.8962
0.6   5.500 -0.051926 1.0709 0.8549
0.7   8.000 -0.071674 1.0560 0.8076
0.8  13.000 -0.095901 1.0308 0.7537
0.9  28.000 -0.126156 0.9917 0.6918
SIZE OF HIGH-ORDER TERMS in units of omega0
x = 0.4: order 10 3.77e-05, order 40 7.39e-10
x = 0.7: order 10 1.02e-02, order 40 3.89e+00
SIMPLE CUBIC, mode at k = (pi,pi,0)/a
tau = 1.2781, unstable above x = 0.7824
Clausius-Mossotti eps at that x = 11.789
```
